\section*{Plus and minus excitations of alternant hydrocarbons from the pairing theorem}

\section{Definitions and conventions}

An alternant $\pi$ system has two classes of sites, starred and unstarred, such that bonds join only sites of opposite class. Let $s_\mu=+1$ on starred and $s_\mu=-1$ on unstarred sites. There are $N$ sites, $N$ electrons and $N/2$ sites in each class. Hartree atomic units are used. The model is the Pariser--Parr--Pople (PPP) Hamiltonian
\begin{equation}
H=\sum_{\mu\ne\nu,\sigma}t_{\mu\nu}c^\dagger_{\mu\sigma}c_{\nu\sigma}
+\tfrac12\sum_{\mu\nu}\gamma_{\mu\nu}(n_\mu-1)(n_\nu-1),
\label{H}
\end{equation}
where $n_\mu=\sum_\sigma c^\dagger_{\mu\sigma}c_{\mu\sigma}$, and $t$ and $\gamma$ are real and symmetric. The hopping $t_{\mu\nu}$ vanishes within a class; $\gamma_{\mu\nu}$ is unrestricted. Each site has a core of charge $+1$. With zero differential overlap the dipole operator is diagonal in the sites:
\begin{equation}
\mathbf D=-\sum_\mu\mathbf r_\mu(n_\mu-1).
\end{equation}

Real orbitals have coefficients $C_{\mu p}$ and operators $b_{p\sigma}=\sum_\mu C_{\mu p}c_{\mu\sigma}$. The closed-shell determinant $|0\rangle$ fills the orbitals $i,j,k,l$; empty orbitals are $a,b$. Singlet single excitations and repulsion integrals are
\begin{align}
|i\to a\rangle&=\tfrac1{\sqrt2}\sum_\sigma b^\dagger_{a\sigma}b_{i\sigma}|0\rangle,\\
(pq|rs)&=\sum_{\mu\nu}C_{\mu p}C_{\mu q}\gamma_{\mu\nu}C_{\nu r}C_{\nu s}.
\end{align}

Two statements are proved. In configuration interaction restricted to single excitations (CIS), the singlets separate into a plus block, spanned by $|i\to j'\rangle+|j\to i'\rangle$ and all $|i\to i'\rangle$, and a minus block, spanned by $|i\to j'\rangle-|j\to i'\rangle$ with $i\ne j$; minus states have no transition dipole from $|0\rangle$. For exact eigenstates of \eqref{H}, the same rule holds as a parity rule. Here $i'$ is the partner of $i$, defined next.

\section{The pairing theorem with repulsion}

Let $P_{\mu\nu}=\sum_\sigma\langle0|c^\dagger_{\mu\sigma}c_{\nu\sigma}|0\rangle=2\sum_iC_{\mu i}C_{\nu i}$. Since $n_\mu^2=n_\mu+2n_{\mu\uparrow}n_{\mu\downarrow}$, the on-site repulsion is $\gamma_{\mu\mu}(n_{\mu\uparrow}n_{\mu\downarrow}-\frac12n_\mu+\frac12)$. In a closed-shell determinant $\langle n_{\mu\uparrow}n_{\mu\downarrow}\rangle=P_{\mu\mu}^2/4$, and for $\mu\ne\nu$ exchange gives $\langle n_\mu n_\nu\rangle=P_{\mu\mu}P_{\nu\nu}-\frac12P_{\mu\nu}^2$. The energy is therefore
\begin{align}
E[P]={}&\sum_{\mu\ne\nu}t_{\mu\nu}P_{\mu\nu}
+\sum_\mu\gamma_{\mu\mu}\left(\tfrac14P_{\mu\mu}^2-\tfrac12P_{\mu\mu}+\tfrac12\right)\nonumber\\
&+\tfrac12\sum_{\mu\ne\nu}\gamma_{\mu\nu}\left[(P_{\mu\mu}-1)(P_{\nu\nu}-1)-\tfrac12P_{\mu\nu}^2\right].
\end{align}
The Fock matrix is defined by $dE=\sum_{\mu\nu}F_{\mu\nu}dP_{\mu\nu}$, so
\begin{align}
F_{\mu\mu}&=\tfrac12\gamma_{\mu\mu}(P_{\mu\mu}-1)+\sum_{\nu\ne\mu}\gamma_{\mu\nu}(P_{\nu\nu}-1),\\
F_{\mu\nu}&=t_{\mu\nu}-\tfrac12\gamma_{\mu\nu}P_{\mu\nu}\qquad(\mu\ne\nu).
\end{align}

Suppose that $P_{\mu\nu}=\delta_{\mu\nu}$ within each class. Then $F$ vanishes within each class. With $S=\mathrm{diag}(s_\mu)$, this means $SFS=-F$, or $FS=-SF$ because $S^2=1$. If $FC_i=\varepsilon_iC_i$, then
\begin{equation}
F(SC_i)=-SFC_i=-\varepsilon_i(SC_i).
\end{equation}
Energies occur in pairs $\pm\varepsilon$. Assume a gap, so that no energy is zero. Then $S$ maps the $N/2$ negative-energy orbitals one to one onto the positive-energy orbitals. The partner, with its phase, is defined by
\begin{equation}
C_{\mu i'}=s_\mu C_{\mu i},\qquad\varepsilon_{i'}=-\varepsilon_i.
\label{pair}
\end{equation}

The supposition reproduces itself. Completeness of the orbitals gives
\begin{equation}
\delta_{\mu\nu}=\sum_i(C_{\mu i}C_{\nu i}+C_{\mu i'}C_{\nu i'})=(1+s_\mu s_\nu)\sum_iC_{\mu i}C_{\nu i}.
\end{equation}
Within a class the bracket is 2, and the right side is $P_{\mu\nu}$. The paired form is thus consistent with self-consistency, with one electron on every site. This does not prove that a paired solution is the lowest determinant. Its existence and its gap are assumptions, to be checked in each case.

\section{The matrix of single excitations}

Write $H$ in normal order with respect to $|0\rangle$, denoted by colons:
\begin{align}
H={}&E_0+\sum_{pq\sigma}F_{pq}:\!b^\dagger_{p\sigma}b_{q\sigma}\!:\nonumber\\
&+\tfrac12\sum_{pqrs}\sum_{\sigma\tau}(pq|rs):\!b^\dagger_{p\sigma}b^\dagger_{r\tau}b_{s\tau}b_{q\sigma}\!:.
\end{align}
All single contractions of the repulsion are contained in $F$, which is diagonal in these orbitals. Hence $\langle0|H|i\to a\rangle=\sqrt2F_{ia}=0$: the determinant does not mix with single excitations (Brillouin's theorem).

Between two single excitations, $F$ contributes $\delta_{ik}\delta_{ab}(\varepsilon_a-\varepsilon_i)$. For the last term, let the left excitation $i\to a$ have spin $\sigma$ and the right one $k\to b$ have spin $\tau$. The creators in the operator must be those of $a\sigma$ and $k\tau$, and the annihilators those of $i\sigma$ and $b\tau$. Joining $a$ with $i$ and $k$ with $b$ gives $+(ai|kb)$. Interchanging the annihilators gives $-(ab|ki)$ and requires $\sigma=\tau$. The two ways of naming the electrons cancel the factor $\frac12$. The singlet normalization then gives
\begin{equation}
\tfrac12\sum_{\sigma\tau}\left[(ai|kb)-\delta_{\sigma\tau}(ab|ki)\right]=2(ai|kb)-(ab|ki).
\end{equation}
For triplets with $S_z=0$ the two spins enter with opposite signs, so the first term cancels and $-(ab|ki)$ remains.

Set $a=j'$, $b=l'$ and $f_{ij}(\mu)=C_{\mu i}C_{\mu j}$. By \eqref{pair}, a product of an occupied and a partner orbital carries one factor $s_\mu$, while a product of two partners carries $s_\mu^2=1$. Therefore
\begin{align}
A_{ij',kl'}={}&\delta_{ik}\delta_{jl}(-\varepsilon_i-\varepsilon_j)+2B_{ij,kl}\nonumber\\
&-\sum_{\mu\nu}f_{jl}(\mu)\gamma_{\mu\nu}f_{ik}(\nu),\label{A}\\
B_{ij,kl}={}&\sum_{\mu\nu}s_\mu f_{ij}(\mu)\gamma_{\mu\nu}s_\nu f_{kl}(\nu),
\end{align}
where $A$ is the matrix of $H-E_0$.

Exchange $i$ with $j$ and, at the same time, $k$ with $l$. The first term is symmetric. $B$ is unchanged because $f_{ij}=f_{ji}$. The last sum becomes $\sum f_{ik}(\mu)\gamma_{\mu\nu}f_{jl}(\nu)$, which equals the original because $\gamma$ is symmetric. Thus $A$ commutes with the exchange $|i\to j'\rangle\leftrightarrow|j\to i'\rangle$, whose eigenvalues are $\pm1$. States of different eigenvalue do not couple, which proves the separation. With $n=N/2$ there are $n(n+1)/2$ plus and $n(n-1)/2$ minus states; a diagonal excitation $i\to i'$ has no minus counterpart.

Moreover, $B$ is unchanged when $k$ and $l$ alone are exchanged, so it gives zero on a minus combination. The singlet and triplet minus blocks are then the same matrix. Within CIS, minus singlets and minus triplets are degenerate.

\subsection{One pair, and the limit without repulsion}

For a fixed pair $i\ne j$, let $J=(ii|jj)$, $K=(ij|ij)$ and $K'=(ij'|ij')=B_{ij,ij}$. Equation \eqref{A} gives the diagonal element $-\varepsilon_i-\varepsilon_j+2K'-J$ for both configurations and the coupling $2K'-K$. Adding and subtracting,
\begin{align}
E_+&=-\varepsilon_i-\varepsilon_j-J+4K'-K,\label{Ep}\\
E_-&=-\varepsilon_i-\varepsilon_j-J+K.\label{Em}
\end{align}
The splitting $E_+-E_-=2(2K'-K)$ has no sign fixed by this symmetry. Plus and minus name a symmetry, not an order of energies.

When $\gamma\to0$, both energies become $-\varepsilon_i-\varepsilon_j$. Any combination is then an eigenstate, including the separate configurations, which may absorb. The symmetry still supplies a dark combination, but repulsion is needed to separate it in energy from its partner.

\section{Cancellation of the transition dipole}

The constant in $\mathbf D$ drops out because $\langle0|i\to a\rangle=0$. Expanding the site operators in orbitals, each spin contributes $-\frac1{\sqrt2}\sum_\mu\mathbf r_\mu C_{\mu i}C_{\mu a}$. The two spins together give, for $a=j'$,
\begin{equation}
\mathbf d_{ij'}=\langle0|\mathbf D|i\to j'\rangle
=-\sqrt2\sum_\mu\mathbf r_\mu s_\mu C_{\mu i}C_{\mu j}=\mathbf d_{ji'}.
\label{d}
\end{equation}
For the normalized combinations with $i\ne j$,
\begin{equation}
\mathbf d_\pm=\frac{\mathbf d_{ij'}\pm\mathbf d_{ji'}}{\sqrt2},
\qquad\mathbf d_+=\sqrt2\,\mathbf d_{ij'},\qquad\mathbf d_-=0.
\end{equation}
The plus state carries the squared dipole of both configurations. A CIS minus state is a sum of minus combinations, so its dipole vanishes too.

The physical reason is local. The transition charge of $i\to j'$ on site $\mu$ is proportional to $s_\mu f_{ij}(\mu)$, the same as for $j\to i'$. In the minus combination it cancels on every site, before any weighting by position. The result is independent of origin and needs no spatial symmetry.

\section{The rule for exact eigenstates}

Let $\mathcal J$ be the linear unitary particle-hole operator defined by
\begin{equation}
\mathcal Jc_{\mu\sigma}\mathcal J^{-1}=s_\mu c^\dagger_{\mu\sigma}.
\end{equation}
It exists because the map preserves the anticommutators; it sends the vacuum to the completely filled state. Applied twice it returns every $c_{\mu\sigma}$, so $\mathcal J^2$ is a number, and the phase of $\mathcal J$ is chosen to make $\mathcal J^2=1$. At half filling it preserves the electron number, since $2N-N=N$.

For $\mu$ and $\nu$ of opposite class,
\begin{equation}
\mathcal Jc^\dagger_{\mu\sigma}c_{\nu\sigma}\mathcal J^{-1}
=s_\mu s_\nu c_{\mu\sigma}c^\dagger_{\nu\sigma}
=-s_\mu s_\nu c^\dagger_{\nu\sigma}c_{\mu\sigma}
=c^\dagger_{\nu\sigma}c_{\mu\sigma}.
\end{equation}
As $t$ is symmetric, the hopping term is invariant. Also $n_{\mu\sigma}\to1-n_{\mu\sigma}$, hence $n_\mu-1\to-(n_\mu-1)$. The repulsion contains two such factors and the dipole one:
\begin{equation}
\mathcal JH\mathcal J^{-1}=H,\qquad\mathcal J\mathbf D\mathcal J^{-1}=-\mathbf D.
\end{equation}
If $\Phi$ and $\Psi$ have parities $p_\Phi,p_\Psi=\pm1$ under $\mathcal J$, then
\begin{equation}
\langle\Phi|\mathbf D|\Psi\rangle=-p_\Phi p_\Psi\langle\Phi|\mathbf D|\Psi\rangle.
\end{equation}
For equal parities the element equals its own negative and is zero. A nondegenerate ground state has definite parity; degenerate excited states can be chosen to have it.

To connect this with CIS, use \eqref{pair}: $\mathcal J$ sends $b_{i\sigma}$ to $b^\dagger_{i'\sigma}$ and $b_{i'\sigma}$ to $b^\dagger_{i\sigma}$. The conditions $b^\dagger_{i\sigma}|0\rangle=0$ and $b_{i'\sigma}|0\rangle=0$, which fix $|0\rangle$ up to a factor, are interchanged. So $\mathcal J|0\rangle=\eta|0\rangle$ with $\eta=\pm1$. Furthermore $b^\dagger_{j'\sigma}b_{i\sigma}\to b_{j\sigma}b^\dagger_{i'\sigma}=-b^\dagger_{i'\sigma}b_{j\sigma}$, and therefore
\begin{equation}
\mathcal J|i\to j'\rangle=-\eta|j\to i'\rangle.
\end{equation}
Minus combinations have parity $\eta$, like $|0\rangle$; plus combinations have parity $-\eta$.

The exact class of ground-state parity also contains multiple excitations. Two sites show this. There is one single excitation, $1\to1'$, which is plus, and no minus single excitation. Exciting both electrons applies the sign $-1$ twice, so the double excitation has parity $\eta$. It can mix with $|0\rangle$, and the excited singlet formed in this way is dark.

\section{Worked example: a bent chain}

A chain of six sites has bond length 2.6 bohr and hoppings $-0.10$ and $-0.08$ hartree in alternation, beginning and ending with the stronger. The repulsion is $\gamma(r)=(r^2+U^{-2})^{-1/2}$ with $U=0.4$ hartree. These are round model parameters. In bohr, sites 1 to 6 lie at $(x,y)=(0,0)$, $(2.252,1.3)$, $(4.503,0)$, $(6.755,1.3)$, $(6.755,3.9)$ and $(4.503,5.2)$. A spatial symmetry exchanging sites would have to reverse the chain, but the distance from site 1 to 4 is 6.9 bohr and that from 6 to 3 is 5.2 bohr. Spatial symmetry therefore cannot explain the dark states.

The self-consistent iteration was started with site charges up to 0.198 $e$ and ended with none beyond rounding. The highest occupied orbitals 1 and 2 have energies $-0.17278$ and $-0.25189$ hartree. For $1\to2'$ and $2\to1'$ the integrals, in hartree, are $J=0.23016$, $K=0.04295$ and $K'=0.02370$. Equations \eqref{Ep} and \eqref{Em} give
\begin{align*}
E_+&=0.42467-0.23016+0.09480-0.04295=0.2464,\\
E_-&=0.42467-0.23016+0.04295=0.2375.
\end{align*}

For the dipole, the products $s_\mu C_{\mu1}C_{\mu2}$ on sites 1 to 6 are $0.2105$, $-0.1449$, $-0.0707$, $-0.0706$, $-0.1398$ and $0.2155$. Their sum is zero, as orthogonality of $1$ and $2'$ requires. Weighted with $x_\mu$ they sum to $-1.096$ bohr (from the unrounded products), so \eqref{d} gives $d_x=1.55\,e\,$bohr for either configuration. The plus state has $d_x=\sqrt2\times1.55=2.19\,e\,$bohr, and the minus state zero.

Diagonalizing all nine singlet configurations together, without imposing the blocks, gives six plus and three minus states. The lowest minus state lies at 0.2329 hartree, below the one-pair value because minus configurations mix. The three minus triplets have the same energies as the minus singlets.

Full diagonalization of the model tests the parity rule on all 174 excited singlets: 89 have the parity of the ground state, and their dipoles vanish within rounding. The lowest of these lies at 0.1763 hartree (4.80 eV), just below the lowest singlet of opposite parity at 0.1775 hartree (4.83 eV), whose dipole is $1.79\,e\,$bohr. CIS has the reverse order, with the lowest plus state at 0.1649 hartree. The dark state has 51\% weight in double and 46\% in single excitations. Adding doubles to CIS closes most of the gap but keeps the CIS order (dark 0.1850, bright 0.1823 hartree), and so does adding triples (0.1781 and 0.1767). The order reverses only when quadruple excitations are included. The margin is 0.0011 hartree, so this order belongs to the chosen parameters and is not fixed by the symmetry. The selection rule survives their inclusion; the CIS energies do not.

\section{Where the rule fails, and how to implement it}

An extra site energy $\delta\,n_1$ becomes $2\delta-\delta\,n_1$ under $\mathcal J$. A hopping within one class changes sign, since then $s_\mu s_\nu=+1$. Apart from a constant, both perturbations $W$ are odd and mix the parities. To first order a dark state $\Psi_d$ acquires a component of a bright state $\Psi_b$ with amplitude $\langle\Psi_b|W|\Psi_d\rangle/(E_d-E_b)$, so a small separation makes the rule fragile.

In the chain this separation is 0.0011 hartree. A site energy of 0.005 hartree on site 1 leaves a squared overlap of 0.989 with the former dark state and gives it a dipole of $0.18\,e\,$bohr. A hopping of 0.005 hartree between sites 1 and 3 leaves 0.711 and gives $0.98\,e\,$bohr. If all the lost weight went into the nearby bright state, and changes of the ground state were ignored, the dipoles would be $\sqrt{0.011}\times1.79=0.19$ and $\sqrt{0.289}\times1.79=0.96\,e\,$bohr. The weights actually found in the bright state, 0.011 and 0.286, support the two-state reading. The first-order amplitude is 0.10 for the site energy, where it is adequate. For the hopping it is 1.1, so first order fails and the two states must be mixed exactly.

Heteroatoms introduce unequal site energies, and real molecules have some hopping within a class and some differential overlap. For them the rule is approximate. Changes of bond length that alter only $\gamma$ and the hopping between classes preserve it.

A numerical eigensolver returns orbitals with arbitrary signs. For nondegenerate orbitals, compute $\theta_i=\sum_\mu s_\mu C_{\mu i}C_{\mu i'}$, which is $\pm1$ for a paired solution, and multiply orbital $i'$ by $\theta_i$. Without this step the dark combination is $\theta_j|i\to j'\rangle-\theta_i|j\to i'\rangle$, and a fixed minus sign may select the bright state. For degenerate orbitals, construct the partners directly as $SC_i$.

\section*{Numbers as computed}
\begin{verbatim}
bond length 2.6 bohr; on-site repulsion U 0.4 hartree
hopping strong -0.1, weak -0.08 hartree
site x (bohr): 0.0000 2.2517 4.5033 6.7550 6.7550 4.5033
site y (bohr): 0.0000 1.3000 0.0000 1.3000 3.9000 5.2000
gamma, site 1 to 1..6 (hartree): 0.4000 0.2772 0.1941 0.1366 0.1221 0.1366
largest site charge of SCF start: 0.1982 e
largest site charge at SCF end: 6.7e-16 e
energies of 1,2,3 (hartree): -0.17278 -0.25189 -0.31040
energies of 1',2',3' (hartree): 0.17278 0.25189 0.31040
orbital 1 coefficients: 0.4628 0.2896 -0.4618 -0.4590 0.2693 0.4532
orbital 1' coefficients: 0.4628 -0.2896 -0.4618 0.4590 0.2693 -0.4532
orbital 2 coefficients: 0.4549 0.5003 0.1531 -0.1538 -0.5192 -0.4755
orbital 2' coefficients: 0.4549 -0.5003 0.1531 0.1538 -0.5192 0.4755
Pair 1->2', 2->1' (energies in hartree, dipoles in e bohr)
orbital energy difference 0.42467
J 0.23016  K 0.04295  K' 0.02370
diagonal element 0.24192, coupling 0.00446
E plus 0.24638, E minus 0.23746
dipole x,y of 1->2': 1.5495 -0.4173
dipole x,y of 2->1': 1.5495 -0.4173
dipole x,y of plus: 2.1914 -0.5901
dipole size of minus: 3.5e-15
largest plus-minus coupling in CIS: 9.4e-17 hartree
CIS singlets: class, energy (hartree), |dipole| (e bohr)
  plus  0.16488 2.1518
  minus 0.23285 2.4e-14
  plus  0.24241 2.2752
  minus 0.27989 4.1e-16
  plus  0.29841 1.2570
  plus  0.30626 0.8203
  plus  0.33513 0.9038
  minus 0.38498 2.2e-15
  plus  0.40681 0.2586
CIS minus triplets (hartree): 0.23285 0.27989 0.38498
parity eta of determinant: 1
exact excited singlets: 174, ground parity 89, opposite 85
largest dipole, ground parity: 6.8e-14 e bohr
Lowest exact singlets: parity, energy (hartree), |dipole| (e bohr)
  same     0.17634 6.8e-14
  opposite 0.17748 1.7941
  same     0.21390 1.4e-14
  opposite 0.24771 1.9073
  same     0.27624 1.1e-14
  same     0.28505 2.0e-14
lowest same-parity singlet: 4.798 eV
lowest opposite-parity singlet: 4.830 eV
Pairing broken by 0.005 hartree, lowest same-parity singlet:
  site 1 energy: squared overlap 0.9892, |dipole| 0.1789 e bohr
  hopping 1-3: squared overlap 0.7112, |dipole| 0.9780 e bohr
\end{verbatim}
